# Why Midgap Recombination in a Depletion Region Gives Ideality Near Two: test program

```python
"""Why midgap recombination in a p-n depletion region has ideality near two.

Result under test: with np = ni^2 exp(v), v = qV/kT, the Shockley-Read-Hall rate
    U = (np - ni^2) / (tau_p (n + n1) + tau_n (p + p1))
peaks where tau_p n = tau_n p. For a midgap trap the peak grows as exp(v/2), and
    J = q ni VT / (F sqrt(tau_n tau_p)) sinh(v/2) G(b),
    G(b) = integral of dy / (cosh y + b) over all y,
    b = (tau_p n1 + tau_n p1) / (2 sqrt(tau_n tau_p) ni exp(v/2)).
n, p: electron and hole densities; n1, p1: their values with the Fermi level at
the trap; tau_n, tau_p: lifetimes; F: field at the junction; VT = kT/q.
The reference is a numerical solution of the Poisson and both continuity
equations, which assumes neither flat quasi-Fermi levels nor a constant field.
Lengths are in cm, densities in cm^-3, potentials inside the solver in VT.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded

q = const.e
T = 300.0
VT = const.k * T / q
ni, N = 1e10, 1e17
eps_r = 12.0
eps = eps_r * const.epsilon_0 / 100.0       # F/cm
D = 10.0                                    # cm^2/s, both carriers
tau0 = 1e-8                                 # s
half_length = 15e-4                         # cm
vbi = 2 * np.log(N / ni)

# Grid: fine at the junction, coarse towards the contacts
scale = 50e-7
s_max = np.arcsinh(half_length / scale)
x = scale * np.sinh(np.linspace(-s_max, s_max, 1201))
mid = len(x) // 2
x[mid] = 0.0
h = np.diff(x)
vol = 0.5 * (h[1:] + h[:-1])
doping = N * np.sign(x)                     # donors minus acceptors
charge_factor = q / (eps * VT)


def tridiagonal(lower, diag, upper, rhs):
    """Solve a tridiagonal system; lower[0] and upper[-1] are not used."""
    band = np.zeros((3, len(diag)))
    band[0, 1:] = upper[:-1]
    band[1] = diag
    band[2, :-1] = lower[1:]
    return solve_banded((1, 1), band, rhs)


def bernoulli(d):
    small = np.abs(d) < 1e-8
    safe = np.where(small, 1.0, d)
    return np.where(small, 1 - d / 2, safe / np.expm1(safe))


def solve_poisson(psi0, n0, p0):
    """Newton solution with both quasi-Fermi levels held fixed."""
    psi = psi0.copy()
    for _ in range(500):
        n = n0 * np.exp(psi - psi0)
        p = p0 * np.exp(psi0 - psi)
        slope = np.diff(psi) / h
        residual = np.diff(slope) - vol * charge_factor * (n - p - doping)[1:-1]
        diag = -1 / h[1:] - 1 / h[:-1] - vol * charge_factor * (n + p)[1:-1]
        step = tridiagonal(1 / h[:-1], diag, 1 / h[1:], -residual)
        psi[1:-1] += np.clip(step, -2, 2)
        if np.max(np.abs(step)) < 1e-9:
            return psi, n0 * np.exp(psi - psi0), p0 * np.exp(psi0 - psi)
    raise RuntimeError("Poisson iteration did not converge")


def solve_carrier(potential, own, other, denominator):
    """Scharfetter-Gummel continuity equation; holes use minus the potential."""
    d = np.diff(potential)
    to_right = D / h * bernoulli(d)         # multiplies the right-hand density
    to_left = D / h * bernoulli(-d)         # multiplies the left-hand density
    lower, upper = to_left[:-1], to_right[1:]
    den = denominator[1:-1]
    diag = -to_left[1:] - to_right[:-1] - vol * other[1:-1] / den
    rhs = -vol * ni**2 / den
    rhs[0] -= lower[0] * own[0]
    rhs[-1] -= upper[-1] * own[-1]
    new = own.copy()
    new[1:-1] = tridiagonal(lower, diag, upper, rhs)
    flux = to_right * new[1:] - to_left * new[:-1]
    return new, flux


def simulate(V, tau_n=tau0, tau_p=tau0, trap=0.0):
    """Full diode solution; trap = trap level minus midgap, in eV."""
    v = V / VT
    n1, p1 = ni * np.exp(trap / VT), ni * np.exp(-trap / VT)
    psi = np.sign(x) * (vbi - v) / 2
    n = ni * np.exp(psi + v / 2)
    p = ni * np.exp(-psi + v / 2)
    psi, n, p = solve_poisson(psi, n, p)    # starting guess only
    n[0], n[-1] = ni**2 / N, N              # ohmic contacts
    p[0], p[-1] = N, ni**2 / N
    for _ in range(300):
        n_old, p_old = n.copy(), p.copy()
        den = tau_p * (n + n1) + tau_n * (p + p1)
        n, flux_n = solve_carrier(psi, n, p, den)
        den = tau_p * (n + n1) + tau_n * (p + p1)
        p, flux_p = solve_carrier(-psi, p, n, den)
        psi, n, p = solve_poisson(psi, n, p)
        change = max(np.max(np.abs(n / n_old - 1)), np.max(np.abs(p / p_old - 1)))
        if change < 1e-6:
            break
    else:
        raise RuntimeError("carrier iteration did not converge")
    U = (n * p - ni**2) / (tau_p * (n + n1) + tau_n * (p + p1))
    J = q * (np.sum(vol * U[1:-1]) + flux_n[0] - flux_p[-1])
    return {"J": J, "U": U, "n": n, "p": p, "F": VT * np.max(np.diff(psi) / h)}


def central_field(V):
    return np.sqrt(2 * q * N * VT / eps * ((vbi - V / VT) / 2 - 1))


def G(b):
    if b < 1:
        return 2 * np.arccos(b) / np.sqrt(1 - b * b)
    return 2 * np.arccosh(b) / np.sqrt(b * b - 1)


def depletion_current(V, tau_n=tau0, tau_p=tau0, trap=0.0):
    v = V / VT
    root = np.sqrt(tau_n * tau_p)
    b = (tau_p * np.exp(trap / VT) + tau_n * np.exp(-trap / VT)) / (2 * root)
    b *= np.exp(-v / 2)
    return q * ni * VT / (central_field(V) * root) * np.sinh(v / 2) * G(b)


def diffusion_current(V, tau_n=tau0, tau_p=tau0):
    total = 0.0
    for tau in (tau_n, tau_p):
        L = np.sqrt(D * tau)
        total += q * D * ni**2 / (N * L) / np.tanh(half_length / L)
    return total * np.expm1(V / VT)


dV = 0.01


def ideality(J_low, J_high):
    return 2 * dV / VT / np.log(J_high / J_low)


def model_ideality(V, tau_n=tau0, tau_p=tau0, trap=0.0):
    J = [depletion_current(u, tau_n, tau_p, trap) + diffusion_current(u, tau_n, tau_p)
         for u in (V - dV, V + dV)]
    return ideality(*J)


# The closed integral against quadrature, on both sides of b = 1
for b in (0.003, 0.3, 3.0, 24.0):
    numeric = 2 * quad(lambda y: 1 / (np.cosh(y) + b), 0, 40, limit=200)[0]
    assert abs(numeric / G(b) - 1) < 1e-7

print(f"temperature = {T:.0f} K, thermal voltage VT = {VT*1e3:.3f} mV")
print(f"ni = {ni:.1e} cm^-3, doping N = {N:.1e} cm^-3 on each side")
print(f"relative permittivity = {eps_r:.0f}, diffusion constants = {D:.0f} cm^2/s")
print(f"lifetimes = {tau0*1e9:.0f} ns, length of each side = {half_length*1e4:.0f} um")
print(f"diffusion length = {np.sqrt(D*tau0)*1e4:.3f} um")
print(f"built-in potential = {vbi*VT:.4f} V, vbi = {vbi:.3f} (units of VT)")
print("Midgap trap; J in A/cm^2; sim = full numerical solution")
print("V (V)  J sim      J depletion J diffusion sim/sum  m sim  m formula")
runs = {}
for V in (0.1, 0.2, 0.3, 0.4, 0.5, 0.6):
    low, here, high = (simulate(u) for u in (V - dV, V, V + dV))
    runs[V] = (low, here, high)
    J_dep, J_dif = depletion_current(V), diffusion_current(V)
    ratio = here["J"] / (J_dep + J_dif)
    m_sim, m_formula = ideality(low["J"], high["J"]), model_ideality(V)
    print(f"{V:.1f}    {here['J']:.3e}  {J_dep:.3e}   {J_dif:.3e}   "
          f"{ratio:.3f}    {m_sim:.3f}  {m_formula:.3f}")
    # The constant central field underestimates the active width by some percent
    assert 0.98 < ratio < 1.12
    assert abs(m_sim - m_formula) < 0.05

# Details at one bias
V = 0.3
v = V / VT
low, here, high = runs[V]
flatness = here["n"][mid] * here["p"][mid] / (ni**2 * np.exp(v)) - 1
assert abs(flatness) < 1e-3
peak_formula = ni * np.expm1(v / 2) / (2 * tau0)
peak_sim = np.max(here["U"])
assert np.argmax(here["U"]) == mid
assert abs(peak_sim / peak_formula - 1) < 5e-3
F = central_field(V)
assert abs(here["F"] / F - 1) < 0.02
width = np.pi * VT / F
W = 2 * np.sqrt(eps * (vbi - v) * VT / (q * N))
print(f"Details at V = {V} V: v = {v:.3f}, exp(v/2) = {np.exp(v/2):.2f}")
print(f"relative departure of np from ni^2 exp(v) at centre = {flatness:.1e}")
print(f"n at centre: sim = {here['n'][mid]:.4e}, "
      f"ni exp(v/2) = {ni*np.exp(v/2):.4e} cm^-3")
print(f"peak rate: sim = {peak_sim:.4e}, formula = {peak_formula:.4e} cm^-3 s^-1")
print(f"central field: sim = {here['F']:.4e}, formula = {F:.4e} V/cm")
print(f"VT/F = {VT/F*1e7:.3f} nm, active width pi VT/F = {width*1e7:.2f} nm")
print(f"depletion width (depletion approximation) = {W*1e7:.1f} nm")

# Bias dependence of the local rate: at the crossing and in the neutral p side
neutral = np.argmin(np.abs(x + 200e-7))
m_centre = ideality(low["U"][mid], high["U"][mid])
m_neutral = ideality(low["U"][neutral], high["U"][neutral])
assert abs(m_centre - 2) < 0.03 and abs(m_neutral - 1) < 0.03
print(f"ideality of local rate: at n = p {m_centre:.3f}, "
      f"at x = {x[neutral]*1e7:.0f} nm {m_neutral:.3f}")

# Depletion part alone, with the diffusion current subtracted
m_part = ideality(low["J"] - diffusion_current(V - dV),
                  high["J"] - diffusion_current(V + dV))
m_simple = 1 / (0.5 + 0.5 / (vbi - v - 2))
assert abs(m_part - m_simple) < 0.05
print(f"depletion current alone: m sim = {m_part:.3f}, simple formula = {m_simple:.3f}")

# Unequal lifetimes move the peak away from n = p
tn, tp = 1e-8, 1e-7
low, here, high = (simulate(u, tn, tp) for u in (V - dV, V, V + dV))
near = np.abs(x) < 20e-7
log_rate = CubicSpline(x[near], np.log(here["U"][near]))
roots = log_rate.derivative().roots(extrapolate=False)
x_peak = roots[np.argmax(log_rate(roots))]
log_ratio = CubicSpline(x[near], np.log(here["n"][near] / here["p"][near]))
ratio_peak = float(np.exp(log_ratio(x_peak)))
assert abs(np.log(ratio_peak / (tn / tp))) < 0.05
m_sim, m_formula = ideality(low["J"], high["J"]), model_ideality(V, tn, tp)
assert abs(m_sim - m_formula) < 0.05
print(f"Unequal lifetimes at {V} V: tau_n = {tn*1e9:.0f} ns, tau_p = {tp*1e9:.0f} ns")
print(f"n/p at peak: sim = {ratio_peak:.4f}, tau_n/tau_p = {tn/tp:.4f}")
print(f"peak position = {x_peak*1e7:.2f} nm, m sim = {m_sim:.3f}, "
      f"formula = {m_formula:.3f}")

# A trap far from midgap loses the factor of two
V, trap = 0.2, 0.2
low, high = (simulate(u, trap=trap) for u in (V - dV, V + dV))
m_sim, m_formula = ideality(low["J"], high["J"]), model_ideality(V, trap=trap)
b_off = np.cosh(trap / VT) * np.exp(-V / VT / 2)
share = depletion_current(V, trap=trap)
share /= share + diffusion_current(V)
assert b_off > 1 and share > 0.8
assert abs(m_sim - m_formula) < 0.06 and m_sim < 1.25
print(f"Trap {trap} eV above midgap at {V} V: b = {b_off:.2f}, "
      f"depletion share = {share:.3f}")
print(f"off-midgap trap: m sim = {m_sim:.3f}, formula = {m_formula:.3f}")

print("all good")
```

Running it gives:

```
temperature = 300 K, thermal voltage VT = 25.852 mV
ni = 1.0e+10 cm^-3, doping N = 1.0e+17 cm^-3 on each side
relative permittivity = 12, diffusion constants = 10 cm^2/s
lifetimes = 10 ns, length of each side = 15 um
diffusion length = 3.162 um
built-in potential = 0.8334 V, vbi = 32.236 (units of VT)
Midgap trap; J in A/cm^2; sim = full numerical solution
V (V)  J sim      J depletion J diffusion sim/sum  m sim  m formula
0.1    4.203e-07  3.987e-07   4.749e-10   1.053    1.714  1.718
0.2    3.507e-06  3.280e-06   2.320e-08   1.062    1.868  1.878
0.3    2.832e-05  2.522e-05   1.111e-06   1.075    1.814  1.825
0.4    2.707e-04  1.963e-04   5.315e-05   1.085    1.579  1.578
0.5    4.387e-03  1.581e-03   2.544e-03   1.064    1.225  1.211
0.6    1.388e-01  1.362e-02   1.217e-01   1.025    1.056  1.045
Details at V = 0.3 V: v = 11.605, exp(v/2) = 331.05
relative departure of np from ni^2 exp(v) at centre = -3.0e-06
n at centre: sim = 3.3105e+12, ni exp(v/2) = 3.3105e+12 cm^-3
peak rate: sim = 1.6502e+20, formula = 1.6502e+20 cm^-3 s^-1
central field: sim = 8.4823e+04, formula = 8.5224e+04 V/cm
VT/F = 3.033 nm, active width pi VT/F = 9.53 nm
depletion width (depletion approximation) = 118.9 nm
ideality of local rate: at n = p 1.994, at x = -199 nm 1.000
depletion current alone: m sim = 1.876, simple formula = 1.898
Unequal lifetimes at 0.3 V: tau_n = 10 ns, tau_p = 100 ns
n/p at peak: sim = 0.1000, tau_n/tau_p = 0.1000
peak position = -3.61 nm, m sim = 1.748, formula = 1.757
Trap 0.2 eV above midgap at 0.2 V: b = 23.93, depletion share = 0.937
off-midgap trap: m sim = 1.118, formula = 1.110
all good
```
